\section*{Inversion, Gain and Threshold Current of a Three-Level Cascade Laser}

\section*{Problem}

A quantum cascade laser is a stack of identical periods through which the same current flows. In each period an electron enters an upper subband 3, may emit a photon on its way to a lower subband 2, and then falls into a reservoir, which stands for level 1 and the injector of the next period. Let $n_3$ and $n_2$ be the electron densities per unit area in the two laser subbands of one period. The magnitude of the current density is $J$, and $e>0$ is the elementary charge.

All the current enters level 3. Electrons leave level 3 for level 2 with lifetime $\tau_{32}$ and for the reservoir with lifetime $\tau_{31}$. Level 2 empties into the reservoir with lifetime $\tau_{21}$. The reservoir holds a fixed density $n_s$ of nondegenerate electrons at temperature $T$. It lies an energy $\Delta$ below level 2 and can refill it thermally. The lifetimes do not depend on $J$.

\begin{enumerate}
\item[(a)] Find $n_3-n_2$ in the steady state without laser light. When refilling is negligible, with which lifetime must $\tau_{21}$ be compared to decide whether there is inversion?
\item[(b)] The $3\to2$ transition has photon energy $\hbar\omega$, dipole matrix element $z_{32}$ along the growth axis, and a Lorentzian line whose half width at half maximum is the energy $\gamma\ll\hbar\omega$. The period length is $L_p$ and the refractive index is $n_r$. Find the gain at line centre in Gaussian units. How does it depend on $J$?
\item[(c)] The cavity has length $L$, waveguide loss $\alpha_w$ and two equal facets of reflectivity $R$. A fraction $\Gamma$ of the mode overlaps the stack of periods. Find the threshold current density.
\item[(d)] Evaluate it for these model parameters: $\tau_{32}=2$~ps, $\tau_{31}=4$~ps, $\tau_{21}=0.4$~ps, $\hbar\omega=150$~meV, $2\gamma=15$~meV, $z_{32}=2$~nm, $L_p=50$~nm, $n_r=3.2$, $\Gamma=0.5$, $\alpha_w=10~\mathrm{cm^{-1}}$, $L=3$~mm, cavity width $10~\mu$m, $n_s=10^{11}~\mathrm{cm^{-2}}$, $\Delta=100$~meV and $T=300$~K. What changes if $\tau_{21}$ is 1.6~ps or 2.4~ps?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write one balance equation for each laser level. The two ways out of level 3 compete, so their rates add. To find the refilling rate, ask what keeps level 2 stationary in thermal equilibrium.
\item Find the transition rate of one electron in a field $E_0\cos\omega t$ from the golden rule, replacing the delta function by the normalized line. Then divide the power emitted per volume by the intensity of the wave.
\item At threshold the light intensity reproduces itself after one round trip.
\item In part (d), find the inversion needed by the cavity before finding the current.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Populations and inversion}

The total rate at which an electron leaves level 3 is
\begin{equation}
\frac1{\tau_3}=\frac1{\tau_{32}}+\frac1{\tau_{31}} .
\end{equation}

In thermal equilibrium, nondegenerate electrons in subbands with equal densities of states obey $n_2/n_s=e^{-\Delta/k_BT}$. Level 2 then holds
\begin{equation}
n_b=n_s e^{-\Delta/k_BT}.
\end{equation}
It loses $n_b/\tau_{21}$ electrons per area and time to the reservoir, and detailed balance requires the same flow upward. We keep this upward flow when the current is on, since the reservoir is assumed to stay thermal with density $n_s$. Thermal transitions up into level 3 are neglected because that level lies much higher. The rate equations are
\begin{align}
\frac{dn_3}{dt}&=\frac Je-\frac{n_3}{\tau_3},\\
\frac{dn_2}{dt}&=\frac{n_3}{\tau_{32}}-\frac{n_2-n_b}{\tau_{21}} .
\end{align}
The feeding term of level 2 contains $\tau_{32}$, not $\tau_3$, because electrons that go directly from level 3 to the reservoir never enter level 2.

Setting both derivatives to zero gives
\begin{equation}
n_3=\frac{J\tau_3}{e},\qquad
n_2=n_b+\frac{\tau_{21}}{\tau_{32}}\,n_3 .
\end{equation}
Subtracting,
\begin{align}
n_3-n_2&=n_3\left(1-\frac{\tau_{21}}{\tau_{32}}\right)-n_b
=\frac{J\tau_{\rm eff}}{e}-n_b,\label{inv}\\
\tau_{\rm eff}&=\tau_3\left(1-\frac{\tau_{21}}{\tau_{32}}\right).
\end{align}

For $n_b=0$ and $J>0$ the factor $J\tau_3/e$ is positive, so the bracket alone fixes the sign. There is inversion if and only if
\begin{equation}
\tau_{21}<\tau_{32}.
\end{equation}
Level 2 must empty faster than one electron in level 3 feeds it. Without refilling, direct escape from level 3 to the reservoir reduces the size of the inversion through $\tau_3$, but does not change its sign. If level 2 empties very fast, $\tau_{21}\to0$, the inversion becomes $J\tau_3/e$, the whole population of level 3.

With refilling, $n_b>0$, the condition $\tau_{21}<\tau_{32}$ is still necessary, but the current must also exceed the transparency value
\begin{equation}
J_{\rm tr}=\frac{e\,n_b}{\tau_{\rm eff}} .
\end{equation}

\subsection*{(b) Gain}

For a field $E_0\cos\omega t$ along the growth axis, the electron has the perturbation energy $eE_0z\cos\omega t$. The cosine consists of two exponentials, each with amplitude one half. Near resonance one of them drives the transition, and the other is neglected because $\gamma\ll\hbar\omega$. The matrix element in the golden rule is therefore $eE_0z_{32}/2$. The normalized Lorentzian has the value $1/(\pi\gamma)$ at its centre, so the rate for one electron is
\begin{equation}
W=\frac{2\pi}{\hbar}\,\frac{e^2E_0^2|z_{32}|^2}{4}\,\frac1{\pi\gamma}
=\frac{e^2E_0^2|z_{32}|^2}{2\hbar\gamma}.
\end{equation}

The same $W$ holds for emission and absorption. The photon carries negligible in-plane momentum, so each transition joins states of equal in-plane wave vector and spin. If their occupations are $f_3$ and $f_2$, the net emission is proportional to
\begin{equation}
f_3(1-f_2)-f_2(1-f_3)=f_3-f_2 ,
\end{equation}
in which the Pauli factors have cancelled. We take the subbands to be parallel, so that all these transitions have the same energy. Summing over states then gives the net emission rate $W(n_3-n_2)$ per area and period. In subbands that are not parallel, the total densities would not suffice to determine the gain. The effect need not be small: with in-plane masses $0.051\,m_0$ in level 2 and $0.059\,m_0$ in level 3, both subbands thermal at 300~K, and the linewidth and threshold populations of part (d), the peak gain is about 15\% lower than for parallel subbands.

The power emitted per volume is $\hbar\omega W(n_3-n_2)/L_p$. In Gaussian units the time-averaged intensity in a nonmagnetic medium is $I=n_rcE_0^2/(8\pi)$. The gain $G$ is the relative growth of intensity per length, which is the ratio of the two:
\begin{align}
G&=\frac{\hbar\omega}{L_p}\,
\frac{e^2E_0^2|z_{32}|^2}{2\hbar\gamma}\,
\frac{8\pi}{n_rcE_0^2}\,(n_3-n_2)
=\frac{\sigma}{L_p}(n_3-n_2),\\
\sigma&=\frac{4\pi e^2\omega|z_{32}|^2}{n_rc\gamma}.
\end{align}
Here $\sigma$ has the dimension of an area. Inserting Eq.~(\ref{inv}),
\begin{equation}
G=\frac{\sigma}{L_p}\left[
\frac{J\tau_3}{e}\left(1-\frac{\tau_{21}}{\tau_{32}}\right)-n_b
\right].\label{gain}
\end{equation}

For $n_b=0$ the gain is proportional to $J\tau_3(1-\tau_{21}/\tau_{32})$. With refilling it is still a straight line in $J$, but the line crosses zero at $J_{\rm tr}$. Both statements need a linewidth and a dipole that do not change with $J$, as well as light too weak to alter the populations.

\subsection*{(c) Threshold}

The mode sees the gain $\Gamma G$ and the loss $\alpha_w$. Since only the field along the growth axis couples, $\Gamma$ should be read as the ratio of modal to material gain. For a TM slab mode it is the fraction of the power in the stack times $n_{\rm eff}/n_r$, where $n_{\rm eff}$ is the effective index of the mode; this is about 3\% below the power fraction for a core of index 3.2 in a cladding of index 3.07, and further below for a larger index step. A round trip contains two passes of length $L$ and two reflections, so the intensity reproduces itself when
\begin{equation}
R^2e^{2(\Gamma G-\alpha_w)L}=1 .
\end{equation}
Taking the logarithm and dividing by $2L$ gives
\begin{equation}
\Gamma G=\alpha_w+\alpha_m,\qquad
\alpha_m=\frac1L\ln\frac1R .
\end{equation}
We assume that a cavity mode lies at line centre, where the gain is largest. The inversion needed in each period is
\begin{equation}
N_t=\frac{(\alpha_w+\alpha_m)L_p}{\Gamma\sigma}.
\end{equation}
Setting $J\tau_{\rm eff}/e-n_b=N_t$ and solving for $J$,
\begin{equation}
J_{\rm th}=\frac{e}{\tau_{\rm eff}}\,(N_t+n_b),
\qquad \tau_{\rm eff}>0 .\label{jth}
\end{equation}
For $\tau_{\rm eff}\le0$ no current gives inversion, and there is no threshold. The number of periods enters through $\Gamma$; it does not multiply the current, because the periods are in series.

\subsection*{(d) Numbers}

\textbf{Lifetimes.} The rates out of level 3 add to $1/2+1/4=3/4~\mathrm{ps^{-1}}$, so $\tau_3=1.333$~ps. With $\tau_{21}/\tau_{32}=0.2$,
\begin{equation}
\tau_{\rm eff}=1.333\times0.8~\mathrm{ps}=1.067~\mathrm{ps}.
\end{equation}

\textbf{Cross section.} Writing $\sigma=4\pi(e^2/\hbar c)(\hbar\omega/\gamma)|z_{32}|^2/n_r$ separates the dimensionless factors. With $e^2/\hbar c\simeq1/137$ and $\gamma=7.5$~meV,
\begin{equation}
\sigma=\frac{4\pi}{137}\times\frac{150}{7.5}\times
\frac{4\times10^{-14}~\mathrm{cm^2}}{3.2}
=2.29\times10^{-14}~\mathrm{cm^2}.
\end{equation}

\textbf{Losses.} For the facet we use the reflectivity of a plane wave at normal incidence between the medium and air; a guided mode would have a somewhat different value. Then
\begin{equation}
R=\left(\frac{n_r-1}{n_r+1}\right)^2=\left(\frac{2.2}{4.2}\right)^2=0.274,
\qquad
\alpha_m=\frac{\ln(1/0.274)}{0.3~\mathrm{cm}}=4.3~\mathrm{cm^{-1}}.
\end{equation}
The total loss is $14.3~\mathrm{cm^{-1}}$, so the material gain must reach $14.3/0.5=28.6~\mathrm{cm^{-1}}$.

\textbf{Densities.} The cavity requires
\begin{equation}
N_t=\frac{14.3~\mathrm{cm^{-1}}\times5\times10^{-6}~\mathrm{cm}}
{0.5\times2.29\times10^{-14}~\mathrm{cm^2}}
=6.24\times10^9~\mathrm{cm^{-2}}.
\end{equation}
At 300~K, $k_BT=25.85$~meV, and the refilling density is
\begin{equation}
n_b=10^{11}\,e^{-100/25.85}~\mathrm{cm^{-2}}
=2.09\times10^9~\mathrm{cm^{-2}}.
\end{equation}

\textbf{Current.} With $e=1.602\times10^{-19}$~C, Eq.~(\ref{jth}) gives
\begin{equation}
J_{\rm th}=\frac{1.602\times10^{-19}~\mathrm C}{1.067\times10^{-12}~\mathrm s}
\,(6.24+2.09)\times10^9~\mathrm{cm^{-2}}
=1.25~\mathrm{kA/cm^2}.
\end{equation}
In Gaussian units this is $3.75\times10^{12}~\mathrm{statA/cm^2}$. The cavity area is $0.3~\mathrm{cm}\times10^{-3}~\mathrm{cm}=3\times10^{-4}~\mathrm{cm^2}$, so the threshold current is 0.375~A.

Of the threshold current density, $0.94~\mathrm{kA/cm^2}$ comes from $N_t$ and $0.31~\mathrm{kA/cm^2}$ from $n_b$. The second part is the transparency value. Refilling thus accounts for a quarter of the threshold in this model. The nondegenerate form of $n_b$ is only approximate at this density. For a single reservoir subband with mass $0.043\,m_0$ or $0.067\,m_0$, $n_s$ is 0.22 or 0.14 of $mk_BT/\pi\hbar^2$, and Fermi statistics raise $n_b$ by 11\% or 7\% and $J_{\rm th}$ by 3\% or 2\%.

At threshold $n_3=J_{\rm th}\tau_3/e=1.04\times10^{10}~\mathrm{cm^{-2}}$ and $n_2=n_b+0.2\,n_3=4.2\times10^9~\mathrm{cm^{-2}}$. Their difference is $N_t$.

The neglected upward transitions can be restored by detailed balance. Level 3 then gains $n_2e^{-\hbar\omega/k_BT}/\tau_{32}$ from level 2, which loses the same amount, and $n_se^{-(\hbar\omega+\Delta)/k_BT}/\tau_{31}$ from the reservoir. Solving the two linear steady-state equations numerically with these terms lowers $J_{\rm th}$ by 0.13\% of its value, so the neglect is justified for $\tau_{21}=0.4$~ps. The shift grows as $\tau_{21}$ approaches $\tau_{32}$: it is 1.2\% for $\tau_{21}=1.6$~ps and about 5\% for 1.9~ps.

\textbf{Slower emptying of level 2.} For $\tau_{21}=1.6$~ps,
\begin{equation}
\tau_{\rm eff}=1.333\,(1-0.8)~\mathrm{ps}=0.267~\mathrm{ps}.
\end{equation}
There is still a threshold, although $\tau_{21}$ now exceeds $\tau_3=1.333$~ps. So $\tau_3$ is not the lifetime to compare with; the condition $\tau_{21}<\tau_{32}$ derived in (a) is still met. Since $\tau_{\rm eff}$ is four times smaller and $N_t+n_b$ is unchanged, the threshold is four times larger, $5.0~\mathrm{kA/cm^2}$. The density $n_3$ at threshold also grows fourfold, to $4.2\times10^{10}~\mathrm{cm^{-2}}$. With $n_2=3.5\times10^{10}~\mathrm{cm^{-2}}$ in addition, the laser levels no longer hold few electrons beside $n_s$, so the factor of four rests on holding the reservoir density fixed. If instead the total $n_s+n_2+n_3$ is kept at its value for $\tau_{21}=0.4$~ps, the reservoir is depleted, $n_b$ falls, and the threshold rises only 3.5-fold, to $4.4~\mathrm{kA/cm^2}$.

For $\tau_{21}=2.4$~ps, $\tau_{\rm eff}=-0.267$~ps. More current then makes $n_2$ exceed $n_3$ by a larger amount, and the device cannot reach threshold.

\section*{Variation 1: some current enters level 2}

\textbf{Question.} Only a fraction $\eta$ of the current enters level 3, and the rest enters level 2. What fraction is needed for inversion when $n_b=0$?

\textbf{Solution.} The injection terms are now $\eta J/e$ for level 3 and $(1-\eta)J/e$ for level 2. The steady state is
\begin{equation}
n_3=\frac{\eta J\tau_3}{e},\qquad
n_2=\tau_{21}\left[\frac{n_3}{\tau_{32}}+\frac{(1-\eta)J}{e}\right],
\end{equation}
and hence
\begin{equation}
n_3-n_2=\frac Je\left[\eta\tau_{\rm eff}-(1-\eta)\tau_{21}\right].
\end{equation}
Collecting the terms in $\eta$, inversion requires $\eta(\tau_{\rm eff}+\tau_{21})>\tau_{21}$. The sum in brackets equals $\tau_3+\tau_{21}(1-\tau_3/\tau_{32})$, which is positive because $\tau_3<\tau_{32}$. We may therefore divide by it:
\begin{equation}
\eta>\frac{\tau_{21}}{\tau_{\rm eff}+\tau_{21}} .
\end{equation}
For the lifetimes first given in (d), the right side is $0.4/1.467=0.27$. If $\tau_{21}\ge\tau_{32}$, then $\tau_{\rm eff}\le0$ and the right side is at least 1, which no fraction can exceed. The condition $\tau_{21}<\tau_{32}$ thus remains necessary, but it is no longer sufficient.

\section*{Variation 2: above threshold}

\textbf{Question.} All the current again enters level 3, and $J>J_{\rm th}$. How many photons are emitted per area, time and period?

\textbf{Solution.} Let $S$ be the net rate of stimulated emission per area and period. It removes electrons from level 3 and adds them to level 2:
\begin{equation}
n_3=\tau_3\left(\frac Je-S\right),\qquad
n_2=n_b+\tau_{21}\left(\frac{n_3}{\tau_{32}}+S\right).
\end{equation}
Subtracting gives
\begin{equation}
n_3-n_2=\tau_{\rm eff}\left(\frac Je-S\right)-\tau_{21}S-n_b .
\end{equation}

Steady light requires gain equal to loss. We treat the light as uniform along the cavity and across the stack, so that every period sees the same intensity, and we neglect spontaneous emission into the mode. The inversion then stays at $N_t$, and the gain no longer rises with $J$. Equation~(\ref{jth}) says that $N_t+n_b=\tau_{\rm eff}J_{\rm th}/e$, so
\begin{equation}
\tau_{\rm eff}\,\frac{J-J_{\rm th}}e=(\tau_{\rm eff}+\tau_{21})S,
\qquad
S=\frac{\tau_{\rm eff}}{\tau_{\rm eff}+\tau_{21}}\,
\frac{J-J_{\rm th}}{e}.
\end{equation}

With $\tau_{21}=0.4$~ps the prefactor is $1.067/1.467=0.73$. Each additional electron thus yields 0.73 photons per period on average in this model of uniform light. In a single standing wave, electrons that stay near the nodes meet little light, and the yield is lower: for the cavity of part (d) and electrons that do not diffuse along it, it is about 0.49 just above threshold and 0.63 at $3J_{\rm th}$. This counts photons created in the cavity; part of them is absorbed in the waveguide before reaching a facet. The prefactor tends to 1 as $\tau_{21}\to0$, so fast emptying of level 2 both lowers the threshold and increases the light gained from each further electron.

Numbers in the example were calculated in double precision.
